# Spin-wave nonreciprocity from interfacial DM coupling in a thin cobalt film: a program that tests the result

```python
"""
Result under test: in a thin film magnetized along +y, interfacial DM coupling
makes spin waves travelling along +x and -x differ in frequency by
    f(-k) - f(+k) = 2 gamma D k / (pi Ms),    k > 0.
gamma: angular gyromagnetic ratio (rad/s/T), D: film-averaged DM constant
(J/m^2), Ms: saturation magnetization (A/m), k: wavenumber (rad/m), f in Hz.
DM energy density: D (m_z dm_x/dx - m_x dm_z/dx); z is the film normal.
Torque equation: dm/dt = -gamma m x B, with B = -(1/Ms) dE/dm.
SI units are used throughout the calculations.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, dblquad

mu0 = const.mu_0
mu_B = const.physical_constants["Bohr magneton"][0]

# Rough cobalt figures
moment_in_mu_B = 1.7
neighbour_distance = 0.25e-9
g_factor = 2.2
atomic_volume = neighbour_distance**3 / np.sqrt(2)   # close packing
Ms = moment_in_mu_B * mu_B / atomic_volume
gamma = g_factor * mu_B / const.hbar

# Round model parameters
thickness = 1e-9
D_interface = 1e-12       # J/m
K_interface = 0.5e-3      # J/m^2
A_exchange = 15e-12       # J/m
B_applied = 0.3           # T
k_example = 20e6          # rad/m
D_film = D_interface / thickness
K_film = K_interface / thickness


def dipolar_factor(q, t):
    """Thickness-averaged in-plane demagnetizing factor of a plane wave."""
    x = abs(q) * t
    return 0.0 if x == 0 else 1 + np.expm1(-x) / x


def stiffness_fields(k, B0, A, K, t):
    P = dipolar_factor(k, t)
    common = B0 + 2 * A * k**2 / Ms
    return common + mu0 * Ms * P, common + mu0 * Ms * (1 - P) - 2 * K / Ms


def derived_frequency(k, B0, A, K, D, t):
    bx, bz = stiffness_fields(k, B0, A, K, t)
    return gamma * (np.sqrt(bx * bz) - 2 * D * k / Ms) / (2 * np.pi)


def derived_shift(k, D):
    return 2 * gamma * D * k / (np.pi * Ms)


def chain_frequencies(k, B0, A, K, D, t, direction=1):
    """f(+k), f(-k) from numerical derivatives of the energy and torque."""
    n = 15
    x = np.arange(n) * 2 * np.pi / (k * n)
    q = k * np.fft.fftfreq(n, 1 / n)
    waves = np.exp(1j * np.outer(x, q))

    def operator(symbol):
        return ((waves * symbol) @ waves.conj().T / n).real

    gradient = operator(1j * q)
    dipolar = operator(np.array([dipolar_factor(value, t) for value in q]))

    def energy(m):
        mx, my, mz = m
        slopes = [gradient @ component for component in m]
        total = A * sum(np.sum(s * s) for s in slopes)
        total += D * np.sum(mz * slopes[0] - mx * slopes[2])
        total -= Ms * B0 * direction * np.sum(my) + K * np.sum(mz * mz)
        total += 0.5 * mu0 * Ms**2 * (
            mx @ (dipolar @ mx) + mz @ mz - mz @ (dipolar @ mz))
        return total

    def torque(m):
        field = np.zeros((3, n))
        h = 1e-20
        for c in range(3):
            for i in range(n):
                trial = m.astype(complex)
                trial[c, i] += 1j * h
                field[c, i] = -energy(trial).imag / (h * Ms)
        return -gamma * np.cross(m.T, field.T).T

    rest = np.zeros((3, n))
    rest[1] = direction
    jacobian = np.zeros((2 * n, 2 * n))
    step = 1e-3
    for column in range(2 * n):
        change = np.zeros((3, n))
        change[0 if column < n else 2, column % n] = step
        slope = (torque(rest + change) - torque(rest - change)) / (2 * step)
        jacobian[:, column] = np.concatenate([slope[0], slope[2]])

    result = []
    for wavenumber in (k, -k):
        wave = np.exp(1j * wavenumber * x) / np.sqrt(n)
        basis = np.kron(np.eye(2), wave[:, None])
        omega = -np.linalg.eigvals(basis.conj().T @ jacobian @ basis).imag
        result.append(omega[omega > 0].min() / (2 * np.pi))
    return result


def layered_frequency(k, t, Ds, K_bottom, K_top):
    """Lowest mode of a film resolved into layers 0.2 nm thick."""
    layers = int(round(t / 0.2e-9))
    d = t / layers
    s = abs(k)
    z = np.arange(layers) * d
    distance = z[:, None] - z[None, :]
    overlap = np.exp(-s * abs(distance)) * (2 * np.sinh(s * d / 2) / s)**2 / d
    np.fill_diagonal(overlap, 0)
    P = dipolar_factor(k, d)
    one = np.eye(layers)
    laplacian = np.diag(np.ones(layers - 1), 1)
    laplacian = laplacian + laplacian.T
    laplacian -= np.diag(laplacian.sum(axis=1))
    exchange = 2 * A_exchange / Ms * (laplacian / d**2 - k**2 * one)
    Gxx = exchange - mu0 * Ms * (s / 2 * overlap + P * one) + 0j
    Gzz = exchange + mu0 * Ms * (s / 2 * overlap - (1 - P) * one) + 0j
    Gxz = -0.5j * k * mu0 * Ms * np.sign(distance) * overlap
    Gzx = Gxz.copy()
    Gzz[0, 0] += 2 * K_bottom / (d * Ms)
    Gzz[-1, -1] += 2 * K_top / (d * Ms)
    Gxz[0, 0] += 2j * Ds * k / (d * Ms)
    Gzx[0, 0] -= 2j * Ds * k / (d * Ms)
    motion = gamma * np.block([[-Gzx, B_applied * one - Gzz],
                               [Gxx - B_applied * one, Gxz]])
    omega = -np.linalg.eigvals(motion).imag
    return omega[omega > 0].min() / (2 * np.pi)


def layered_shift(t, Ds, K_bottom, K_top):
    return (layered_frequency(-k_example, t, Ds, K_bottom, K_top)
            - layered_frequency(k_example, t, Ds, K_bottom, K_top))


# Dipolar factors from direct integration over the film thickness
for x in (k_example * thickness, 1.3):
    triangle = dblquad(lambda b, a: np.exp(-x * (a - b)),
                       0, 1, lambda a: 0, lambda a: a)[0]
    in_plane = x / 2 * 2 * triangle
    normal = quad(lambda a: 0.5 * (np.exp(-x * a) + np.exp(-x * (1 - a))),
                  0, 1)[0]
    assert abs(in_plane - dipolar_factor(x, 1)) < 1e-9
    assert abs(normal - (1 - dipolar_factor(x, 1))) < 1e-9

# Dispersion and shift from the energy, for two different parameter sets
example = (B_applied, A_exchange, K_film, D_film, thickness)
other = (0.7, 9e-12, 0.2e6, -0.6e-3, 2e-9)
for k, parameters in ((k_example, example), (11e6, other)):
    plus, minus = chain_frequencies(k, *parameters)
    assert np.isclose(plus, derived_frequency(k, *parameters), rtol=1e-7)
    assert np.isclose(minus, derived_frequency(-k, *parameters), rtol=1e-7)
    assert np.isclose(minus - plus, derived_shift(k, parameters[3]), rtol=1e-6)
    plus_r, minus_r = chain_frequencies(k, *parameters, direction=-1)
    assert np.isclose(minus_r - plus_r, -(minus - plus), rtol=1e-6)

# Uniform state is stable against waves along x
scan = np.geomspace(1e5, 1e9, 2000)
lowest = np.inf
for k in np.concatenate([-scan, scan]):
    bx, bz = stiffness_fields(k, B_applied, A_exchange, K_film, thickness)
    assert bx > 0 and bz > 0
    lowest = min(lowest, derived_frequency(k, *example))
assert lowest > 0

# Layer-resolved film: averaging, reciprocity and the thick-film correction
shift = derived_shift(k_example, D_film)
thick = 10e-9
shift_thick = derived_shift(k_example, D_interface / thick)
full_thin = layered_shift(thickness, D_interface, K_interface, 0)
aniso_thin = layered_shift(thickness, 0, K_interface, 0)
full_thick = layered_shift(thick, D_interface, K_interface, 0)
aniso_thick = layered_shift(thick, 0, K_interface, 0)
symmetric = layered_shift(thickness, 0, K_interface / 2, K_interface / 2)
assert abs(full_thin / shift - 1) < 0.03    # slight nonuniformity of the mode
assert abs(symmetric) < 1e-5 * shift
assert abs(aniso_thin) < 0.02 * shift
assert abs(aniso_thick / shift_thick) > 10 * abs(aniso_thin / shift)

bx, bz = stiffness_fields(k_example, B_applied, A_exchange, K_film, thickness)
f_plus = derived_frequency(k_example, *example)
f_minus = derived_frequency(-k_example, *example)
f_mean = gamma * np.sqrt(bx * bz) / (2 * np.pi)

print("INPUTS")
print(f"rough cobalt moment per atom: {moment_in_mu_B:.1f} Bohr magnetons")
print(f"rough neighbour distance: {neighbour_distance*1e9:.2f} nm")
print(f"rough g factor: {g_factor:.1f}")
print(f"film thickness t: {thickness*1e9:.1f} nm")
print(f"interface DM constant D_s: {D_interface*1e12:.1f} pJ/m")
print(f"interface anisotropy K_s: {K_interface*1e3:.1f} mJ/m^2")
print(f"exchange stiffness A: {A_exchange*1e12:.1f} pJ/m")
print(f"applied field B0: {B_applied:.1f} T")
print(f"wavenumber k: {k_example/1e6:.1f} rad/um")
print("INTERMEDIATE VALUES")
print(f"wavelength: {2*np.pi/k_example*1e9:.1f} nm")
print(f"volume per atom: {atomic_volume*1e30:.3f} cubic angstrom")
print(f"magnetization Ms: {Ms:.4e} A/m")
print(f"mu0 Ms: {mu0*Ms:.4f} T")
print(f"gamma: {gamma:.4e} rad/(s T)")
print(f"film-averaged D: {D_film*1e3:.3f} mJ/m^2")
print(f"film-averaged K: {K_film/1e6:.3f} MJ/m^3")
print(f"k t: {k_example*thickness:.4f}")
print(f"dipolar factor P: {dipolar_factor(k_example, thickness):.6f}")
print(f"exchange field 2 A k^2/Ms: {2*A_exchange*k_example**2/Ms:.5f} T")
print(f"anisotropy field 2 K/Ms: {2*K_film/Ms:.4f} T")
print(f"stiffness field b_x: {bx:.4f} T")
print(f"stiffness field b_z: {bz:.4f} T")
print(f"DM field 2 D k/Ms: {2*D_film*k_example/Ms:.5f} T")
print("RESULTS")
print(f"frequency without DM coupling: {f_mean/1e9:.3f} GHz")
print(f"f(+k): {f_plus/1e9:.3f} GHz")
print(f"f(-k): {f_minus/1e9:.3f} GHz")
print(f"shift f(-k)-f(+k): {shift/1e9:.4f} GHz")
print(f"same shift in angular frequency: {2*np.pi*shift:.4e} rad/s")
print(f"shift relative to mean frequency: {100*shift/f_mean:.2f} percent")
for k in (5e6, 10e6):
    print(f"shift at k = {k/1e6:.0f} rad/um: {derived_shift(k, D_film)/1e9:.4f} GHz")
print(f"lowest frequency in stability scan: {lowest/1e9:.3f} GHz")
print("LAYER-RESOLVED FILM, f(-k)-f(+k) AT THE SAME k")
print(f"1 nm, DM and one-sided anisotropy: {full_thin/1e9:.4f} GHz")
print(f"1 nm, one-sided anisotropy only: {aniso_thin/1e9:.5f} GHz")
print(f"10 nm, DM formula: {shift_thick/1e9:.4f} GHz")
print(f"10 nm, DM and one-sided anisotropy: {full_thick/1e9:.4f} GHz")
print(f"10 nm, one-sided anisotropy only: {aniso_thick/1e9:.4f} GHz")
print("all tests passed")
```

Running it gives:

```
INPUTS
rough cobalt moment per atom: 1.7 Bohr magnetons
rough neighbour distance: 0.25 nm
rough g factor: 2.2
film thickness t: 1.0 nm
interface DM constant D_s: 1.0 pJ/m
interface anisotropy K_s: 0.5 mJ/m^2
exchange stiffness A: 15.0 pJ/m
applied field B0: 0.3 T
wavenumber k: 20.0 rad/um
INTERMEDIATE VALUES
wavelength: 314.2 nm
volume per atom: 11.049 cubic angstrom
magnetization Ms: 1.4270e+06 A/m
mu0 Ms: 1.7932 T
gamma: 1.9347e+11 rad/(s T)
film-averaged D: 1.000 mJ/m^2
film-averaged K: 0.500 MJ/m^3
k t: 0.0200
dipolar factor P: 0.009934
exchange field 2 A k^2/Ms: 0.00841 T
anisotropy field 2 K/Ms: 0.7008 T
stiffness field b_x: 0.3262 T
stiffness field b_z: 1.3830 T
DM field 2 D k/Ms: 0.02803 T
RESULTS
frequency without DM coupling: 20.682 GHz
f(+k): 19.819 GHz
f(-k): 21.545 GHz
shift f(-k)-f(+k): 1.7263 GHz
same shift in angular frequency: 1.0847e+10 rad/s
shift relative to mean frequency: 8.35 percent
shift at k = 5 rad/um: 0.4316 GHz
shift at k = 10 rad/um: 0.8631 GHz
lowest frequency in stability scan: 19.777 GHz
LAYER-RESOLVED FILM, f(-k)-f(+k) AT THE SAME k
1 nm, DM and one-sided anisotropy: 1.7372 GHz
1 nm, one-sided anisotropy only: -0.00290 GHz
10 nm, DM formula: 0.1726 GHz
10 nm, DM and one-sided anisotropy: 0.0546 GHz
10 nm, one-sided anisotropy only: -0.1331 GHz
all tests passed
```
